# Langevin recombination from mutual Coulomb drift into a capture sphere, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Capture by drift

### What dimensions allow

Let an electron and a hole drift towards each other in a medium that damps their motion strongly. Each one's velocity is proportional to the field it feels, and the field of a point charge falls as $1/r^2$. Their separation $r$ therefore shrinks according to

$$\frac{dr}{dt}=-\frac{C}{r^2},$$

where the constant $C$ has the unit m$^3$/s. Suppose that the pair recombines when $r$ reaches a capture radius $a$.

The recombination coefficient $k$ is defined by $R=knp$. Here $R$ is the number of recombinations per volume and time, and $n$ and $p$ are the electron and hole densities. Since $R$ has the unit m$^{-3}$s$^{-1}$, $k$ also has the unit m$^3$/s, so $k/C$ is a pure number. In a dilute system $k$ does not depend on the densities, and $k/C$ can then depend only on dimensionless combinations of $C$ and $a$. There are none: $C$ contains a unit of time that $a$ cannot cancel, and $a$ alone is a length. Hence

$$k=\text{number}\times C ,$$

and the capture radius drops out before anything is calculated.

The same argument shows how the radius can return. Diffusion brings in a coefficient $D$ with unit m$^2$/s, and $C/D$ is a length to which $a$ can be compared. An applied field brings in a drift speed $w$, and $\sqrt{C/w}$ is another such length. What remains is to find the number, and then the size of these two lengths.

### Assumptions and statement

The elementary charge is $e>0$, the permittivity of the medium is $\varepsilon$, and the mobilities $\mu_n$ and $\mu_p$ are positive. Their sum is $\mu=\mu_n+\mu_p$.

- **A1.** Carrier velocities are proportional to the local field, with constant mobilities. The free path or hop length is short compared with the distances over which the pair field changes.
- **A2.** The medium is uniform and isotropic.
- **A3.** Every pair that reaches separation $a$ recombines.
- **A4.** The carriers are dilute, the system is neutral on average, and distant carriers are uncorrelated. The other charges then exert no mean force on a pair, and recombination is treated as a two-body process.
- **A5.** Thermal generation of pairs is negligible.

In Part I diffusion is left out as well.

**Theorem 1.** Under these assumptions and without an applied field,

$$\boxed{\,k=k_L=\frac{e(\mu_n+\mu_p)}{\varepsilon}\,}$$

for every capture radius $a$. In a uniform applied field of magnitude $F$, let

$$r_F=\sqrt{\frac{e}{4\pi\varepsilon F}},\qquad q=\left(\frac{r_F}{a}\right)^2 .$$

Then $k=k_L$ for $a\le r_F$, while for $a>r_F$

$$\frac{k}{k_L}=\frac{(1+q)^2}{4q}.$$

The proof takes four lemmas.

### Relative motion of a pair

**Lemma 1.** Let $\mathbf r=\mathbf r_e-\mathbf r_h$ point from the hole to the electron. Without an applied field,

$$\frac{d\mathbf r}{dt}=\mathbf v(\mathbf r)=-C\,\frac{\hat{\mathbf r}}{r^2},\qquad C=\frac{e\mu}{4\pi\varepsilon}.$$

*Proof.* The hole has charge $+e$. At the electron it produces the field $e\hat{\mathbf r}/(4\pi\varepsilon r^2)$. An electron moves against the field, so

$$\frac{d\mathbf r_e}{dt}=-\mu_n\frac{e\,\hat{\mathbf r}}{4\pi\varepsilon r^2}.$$

The electron has charge $-e$, and the unit vector from the electron to the hole is $-\hat{\mathbf r}$. The field at the hole is therefore $(-e)(-\hat{\mathbf r})/(4\pi\varepsilon r^2)=+e\hat{\mathbf r}/(4\pi\varepsilon r^2)$. A hole moves along the field:

$$\frac{d\mathbf r_h}{dt}=+\mu_p\frac{e\,\hat{\mathbf r}}{4\pi\varepsilon r^2}.$$

Subtracting the second velocity from the first gives the factor $-(\mu_n+\mu_p)$. $\square$

The sum of the mobilities appears because both partners move and each shortens the gap. If one is much slower than the other, the faster one sets the rate; a carrier held fixed is still found by its mobile partner.

### Density around a hole

Let $n\,g(\mathbf r,t)$ be the mean density of electrons at displacement $\mathbf r$ from a hole. Uncorrelated distant carriers mean $g\to1$ at large $r$. Electrons are conserved outside the capture sphere, so

$$\frac{\partial g}{\partial t}=-\nabla\cdot(g\mathbf v).$$

The fall of $n$ and $p$ through other recombinations is left out here, in keeping with the two-body treatment of A4.

**Lemma 2.** If $g=1$ everywhere outside the capture sphere at the start, it stays so.

*Proof.* For a radial vector field $v_r(r)\hat{\mathbf r}$ the divergence is $r^{-2}\,d(r^2v_r)/dr$. With $v_r=-C/r^2$ the product $r^2v_r=-C$ is constant, so $\nabla\cdot\mathbf v=0$ for $r>0$. For $g=1$ the right-hand side of the conservation equation is $-\nabla\cdot\mathbf v=0$. At the sphere the flow points inward, so the sphere sends no disturbance back into the region outside. $\square$

One might expect attraction to pile electrons up around a hole. It does not do so here. As a shell of electrons moves inward its area shrinks as $r^2$, but its inner face moves faster than its outer face and the shell stretches radially. The two effects cancel, and the volume of the shell is conserved.

*Proof of Theorem 1 without a field.* The number of electrons that enter the capture sphere of one hole per time is density times inward speed times area:

$$n\cdot\frac{C}{a^2}\cdot4\pi a^2=4\pi Cn=4\pi\,\frac{e\mu}{4\pi\varepsilon}\,n=\frac{e\mu}{\varepsilon}\,n .$$

There are $p$ holes per volume, so $R=(e\mu/\varepsilon)\,np$ and $k=e\mu/\varepsilon$. The number left open by dimensions is $4\pi$. $\square$

**Remark (Gauss's law).** The velocity is $\mathbf v=-\mu\mathbf E$, where $\mathbf E$ is the field of a charge $+e$. Its inward flux through any closed surface around the hole is $\mu\oint\mathbf E\cdot d\mathbf S=\mu e/\varepsilon$. The capture region thus need not be a sphere. It suffices that the flow enters at every point of its surface.

### The same result from the time of fall

**Lemma 3.** A pair that starts at separation $r_0$ reaches $a$ after the time

$$t=\frac{r_0^3-a^3}{3C}.$$

*Proof.* Write Lemma 1 as $r^2\,dr=-C\,dt$ and integrate from $r_0$ to $a$: $(a^3-r_0^3)/3=-Ct$. $\square$

By time $t$ a hole has captured the electrons that started between $a$ and $r_0(t)$. Their number is

$$n\,\frac{4\pi}{3}\left(r_0^3-a^3\right)=n\,\frac{4\pi}{3}\,3Ct=4\pi C\,nt=k_Lnt .$$

This grows linearly from the first instant. In this two-body description, an initially random arrangement of carriers therefore recombines with the steady coefficient at once, without a transient.

The formula was tested by following both carriers of a pair separately, with $\mu_n=10^{-5}$ and $\mu_p=10^{-4}$ cm$^2$/Vs in a medium of relative permittivity 3. The starting separations were 15 and 40 nm, and the capture radii 0.5, 1 and 3 nm. In all six cases the emptied volume divided by the time of fall was $6.63488\times10^{-11}$ cm$^3$/s.

### An applied field

A field pulls electrons and holes in opposite directions. Let $z$ point along the drift of the electrons, so that the applied field is $-F\hat{\mathbf z}$. The electron gains the velocity $+\mu_nF\hat{\mathbf z}$ and the hole $-\mu_pF\hat{\mathbf z}$, and the relative velocity gains $\mu F\hat{\mathbf z}$. Since $C/(\mu F)=e/(4\pi\varepsilon F)=r_F^2$,

$$\mathbf v=\mu F\left[\hat{\mathbf z}-\frac{r_F^2}{r^2}\,\hat{\mathbf r}\right].$$

At $r=r_F$ the pair field equals the applied field. On the positive $z$ axis the two then cancel, and the relative velocity vanishes there. The divergence of $\mathbf v$ is still zero outside the origin, because the added term is constant. Hence $g=1$ remains a steady solution along every path that comes from far upstream.

**Lemma 4.** Let $\rho$ be the distance from the $z$ axis and $\cos\theta=z/r$. Along each path

$$\psi=\frac{\rho^2}{2}+r_F^2\cos\theta$$

is constant, and $\cos\theta$ increases when $\rho>0$.

*Proof.* The components of the velocity are

$$\dot\rho=-\mu F\,\frac{r_F^2\rho}{r^3},\qquad \dot z=\mu F\left(1-\frac{r_F^2z}{r^3}\right),\qquad \dot r=\mu F\left(\frac zr-\frac{r_F^2}{r^2}\right).$$

Therefore

$$\frac{d\cos\theta}{dt}=\frac{\dot z}{r}-\frac{z\dot r}{r^2}
=\mu F\left[\frac1r-\frac{r_F^2z}{r^4}-\frac{z^2}{r^3}+\frac{r_F^2z}{r^4}\right]
=\mu F\,\frac{r^2-z^2}{r^3}=\mu F\,\frac{\rho^2}{r^3},$$

which is positive for $\rho>0$. The first term of $\psi$ changes at the rate $\rho\dot\rho=-\mu F\,r_F^2\rho^2/r^3$. The second changes at $r_F^2$ times the rate just found, which is the opposite amount. $\square$

*Proof of Theorem 1 with a field.* On the sphere $r=a$ the radial velocity is $\mu F(\cos\theta-q)$. Flow enters where $\cos\theta<q$ and would leave where $\cos\theta>q$.

First, every path that enters off the axis comes from far upstream. Follow it backwards. It cannot have left the sphere earlier, since it would have left at $\cos\theta>q$ and returned at $\cos\theta<q$, whereas $\cos\theta$ increases in time. Nor can it stay within a bounded region: backwards in time $\rho$ does not decrease, so $\cos\theta$ would change at a rate bounded away from zero for ever, which its range forbids. Because $\psi$ is constant, $\rho$ stays bounded, so $|z|$ must grow. At large $|z|$ the velocity $\dot z$ is positive, and the backward path therefore runs to $z\to-\infty$, where $\cos\theta\to-1$ and $g=1$.

Call the upstream distance from the axis $b$. There $\psi=b^2/2-r_F^2$. On the sphere, with $c=\cos\theta$,

$$\psi(c)=\frac{a^2(1-c^2)}{2}+r_F^2c,\qquad \frac{d\psi}{dc}=r_F^2-a^2c=a^2(q-c).$$

So $\psi$ rises throughout the entry region, from $-r_F^2$ at $c=-1$, which means $b=0$, to its greatest value at the edge of that region.

If $a\le r_F$, the edge is $c=1$ and $\psi=r_F^2$. Then $b^2/2-r_F^2=r_F^2$, which gives

$$b=2r_F .$$

The captured stream has the cross-section $\pi b^2$ and the speed $\mu F$, so

$$k=\pi(2r_F)^2\mu F=4\pi\,\frac{e}{4\pi\varepsilon F}\,\mu F=\frac{e\mu}{\varepsilon}=k_L .$$

A stronger field brings electrons faster but reduces the cross-section of the captured stream in the same proportion.

If $a>r_F$, the edge is $c=q<1$. With $r_F^2=a^2q$,

$$\frac{b^2}{2}=\psi(q)+r_F^2=\frac{a^2(1-q^2)}2+a^2q^2+a^2q=\frac{a^2}{2}(1+2q+q^2),$$

so $b=a(1+q)$. Dividing $k=\pi a^2(1+q)^2\mu F$ by $k_L=4\pi a^2q\,\mu F$ gives the stated ratio. $\square$

**Remark.** The ratio can be written $1+(1-q)^2/(4q)$, which exceeds 1 for $q<1$. For $a\gg r_F$ the coefficient tends to $\pi a^2\mu F$, the rate at which a solid target sweeps up a stream, and the Coulomb attraction no longer matters.

The critical impact parameter was also found by bisection on computed paths that start at $z=-30\,r_F$. For $a/r_F=0.323$ and $0.700$ it was $b/r_F=1.999$; for $a/r_F=2$ it was 2.498, against $2(1+\tfrac14)=2.5$. The starting plane explains part of the small deficit. At that distance $\cos\theta\approx-1+\rho^2/(2\cdot30^2r_F^2)$, and conservation of $\psi$ lowers the starting distance from the axis by about one part in 1800.

## Part II. Diffusion, dielectric relaxation and an organic layer

### Symbols and results carried over

Electrons and holes have densities $n$, $p$ and mobilities $\mu_n$, $\mu_p$, with $\mu=\mu_n+\mu_p$. A pair recombines at separation $a$, and $R=knp$. The electron density at distance $r$ from a hole is $n\,g(r)$. In the pair field alone the separation obeys $dr/dt=-C/r^2$ with $C=e\mu/(4\pi\varepsilon)$, and pure drift gives $k_L=4\pi C=e\mu/\varepsilon$. In an applied field $F$ this holds for $a\le r_F=\sqrt{e/(4\pi\varepsilon F)}$, and the captured stream has the radius $2r_F$. Assumptions A1 to A5 stay in force: linear drift, a uniform medium, certain capture at $a$, dilute carriers and negligible thermal generation.

### Capture with diffusion

Thermal motion adds a random part to the separation. The random displacements of the two carriers are independent, so their variances add, and the relative diffusion coefficient is $D=D_n+D_p$. Let $U(r)$ be the energy of the pair, with $U\to0$ at large $r$. The radial drift velocity is $-(\mu/e)\,U'(r)$, and the inward flux per unit of $n$ is

$$j=D\,g'+\frac{\mu}{e}\,U'g .$$

In thermal equilibrium, without capture, $g=e^{-U/k_BT}$ and $j$ must vanish. Since then $g'=-U'g/(k_BT)$, this requires

$$D=\frac{\mu k_BT}{e},$$

the Einstein relation for nondegenerate carriers.

**Theorem 2.** In the steady state, without an applied field,

$$k=4\pi\left[\int_a^\infty\frac{e^{U(r)/k_BT}}{D\,r^2}\,dr\right]^{-1}.$$

For the Coulomb energy and constant $D$ this becomes

$$\boxed{\,k=\frac{k_L}{1-e^{-r_c/a}},\qquad r_c=\frac{e^2}{4\pi\varepsilon k_BT}\,}$$

*Proof.* The Einstein relation turns the flux into a single derivative:

$$j=D\left(g'+\frac{U'}{k_BT}\,g\right)=D\,e^{-U/k_BT}\,\frac{d}{dr}\left(g\,e^{U/k_BT}\right).$$

In the steady state the same number passes through every sphere, so $4\pi r^2j=k$. Hence

$$\frac{d}{dr}\left(g\,e^{U/k_BT}\right)=\frac{k}{4\pi}\,\frac{e^{U/k_BT}}{D\,r^2}.$$

Integrate from $a$ to infinity. At the upper end $g=1$ and $U=0$; at the lower end certain capture means $g(a)=0$. The left side gives 1, and the first formula follows. It also holds if $D$ depends on $r$, provided that the Einstein relation holds locally.

For the Coulomb energy $U/k_BT=-r_c/r$. With $w=1/r$ and $dw=-dr/r^2$,

$$\int_a^\infty e^{-r_c/r}\frac{dr}{r^2}=\int_0^{1/a}e^{-r_cw}\,dw=\frac{1-e^{-r_c/a}}{r_c}.$$

Thus $k=4\pi Dr_c/(1-e^{-r_c/a})$. Finally $Dr_c=\dfrac{\mu k_BT}{e}\cdot\dfrac{e^2}{4\pi\varepsilon k_BT}=\dfrac{e\mu}{4\pi\varepsilon}=C$, so the prefactor is $4\pi C=k_L$. $\square$

The length $r_c$ is the separation at which the attraction energy equals $k_BT$. It is also the length $C/D$ that dimensions allowed at the outset.

Pure drift gives $k_L=e\mu/\varepsilon$ whatever the capture radius, and diffusion without an applied field changes this to $k=k_L/(1-e^{-r_c/a})$. What remains is to examine the limits of this formula, link it with dielectric relaxation, and apply it to an organic layer with estimates of the neglected effects.
